# Scharfetter-Gummel Finite Volumes for Proton Drift and Diffusion in Oxide

## What symmetry fixes

Two neighbouring points in an oxide, a distance $d$ apart, have proton concentrations $c_1$ and $c_2$. The flux between them, positive from 1 to 2, should be linear in both concentrations, because the protons are taken as dilute and independent. The diffusion coefficient $D$ and the distance $d$ supply the dimensions. The only other quantity is the dimensionless potential drop

$$u=\psi_1-\psi_2,\qquad \psi=\phi/V_T,\qquad V_T=kT/q .$$

Hence

$$J=\frac Dd\,[a(u)c_1-b(u)c_2],$$

with two unknown functions. Reflection exchanges the points and reverses both $J$ and $u$, so $b(u)=a(-u)$. Two physical states fix the rest.

In equilibrium $c\propto e^{-\psi}$, so $c_2=e^uc_1$ and $J=0$. This requires $a=e^ub$.

If the concentration is uniform and the field $E=u V_T/d$ is constant, only drift remains. With the Einstein relation $D=\mu V_T$, the flux is $\mu Ec=(D/d)uc$. This requires $a-b=u$.

Substituting the first condition into the second gives $(e^u-1)b=u$, hence

$$b=B(u),\quad a=B(-u),\quad B(z)=\frac{z}{e^z-1},\quad B(0)=1. \tag{1}$$

The reflection condition is satisfied. This is the Scharfetter-Gummel flux.

It is also the solution of the transport equation between the points. For constant $J$ and $E$,

$$J=D\left(\frac ud c-\frac{dc}{dx}\right)$$

has the general solution $c=P+Qe^{ux/d}$. The exponential part carries no flux and the constant part carries $J=DuP/d$. The end values are $c_1=P+Q$ and $c_2=P+Qe^u$. Multiplying the first by $e^u$ and subtracting the second gives

$$P=\frac{e^uc_1-c_2}{e^u-1},\qquad
J=\frac Dd\,\frac{u(e^uc_1-c_2)}{e^u-1},$$

which is (1), since $B(-u)=e^uB(u)$.

## Two cells by hand

Take two cells of width $h=10$ nm with blocking outer walls. The temperature is 400 K, so $V_T=0.03447$ V. A field of 0.1 MV/cm, which is 0.01 V/nm, points from cell 1 to cell 2. Then

$$u=\frac{0.01\times10}{0.03447}=2.901,\qquad a=3.070,\qquad b=0.1687 .$$

Let $N_i=hc_i$ be the cell contents, normalized to $N_1+N_2=1$. What leaves one cell enters the other:

$$\frac{dN_1}{dt}=-\frac D{h^2}(aN_1-bN_2)=-\frac{dN_2}{dt}.$$

The steady state has $N_2/N_1=a/b=e^u=18.20$. Therefore $N_1=1/19.20=0.052$ and $N_2=0.948$.

Central differences instead use the mean concentration for drift and the difference for diffusion:

$$J_{\rm c}=\frac Dd\left[u\frac{c_1+c_2}{2}+c_1-c_2\right]
=\frac Dd\left[\left(1+\frac u2\right)c_1-\left(1-\frac u2\right)c_2\right].$$

Now $a=2.451$ and $b=-0.451$. The zero-flux ratio is $-5.44$, so $N_1=1/(1-5.44)=-0.225$ and $N_2=1.225$. The coefficient $b$ should describe protons moving from cell 2 to cell 1. Once $u>2$ it is negative, and cell 2 then draws protons out of cell 1 in proportion to its own content, even when cell 1 is empty.

A backward-Euler step evaluates the flux at the new time. With $s=D\Delta t/h^2$, and a prime for new values,

$$N_1'=N_1-s(aN_1'-bN_2').$$

Put $N_2'=1-N_1'$ and collect the terms in $N_1'$:

$$N_1'=\frac{N_1+sb}{1+s(a+b)} . \tag{2}$$

Start from $N_1=0.5$ with $s=2$. The Scharfetter-Gummel coefficients give $(0.5+0.337)/(1+6.477)=0.112$, on the way to 0.052. Central coefficients give $(0.5-0.901)/5=-0.080$, a negative number of protons after one step.

If the old state is the equilibrium $N_1=b/(a+b)$, the numerator of (2) becomes

$$\frac b{a+b}+sb=\frac b{a+b}\,[1+s(a+b)],$$

and $N_1'=N_1$ for any step length. That is the preservation property in its smallest form.

## The general scheme

Divide the oxide $0<x<L$ into $n$ cells of widths $w_i$, with concentrations $c_i=N_i/w_i$ assigned to their centres. Adjacent centres are $d_i=(w_i+w_{i+1})/2$ apart, and $u_i=\psi_i-\psi_{i+1}$. The potential is prescribed and constant in time. Conservation reads

$$\frac{dN_i}{dt}=J_{i-1/2}-J_{i+1/2},\qquad J_{1/2}=J_{n+1/2}=0 .$$

Each interior face carries flux (1), which defines transfer rates to the right and left:

$$R_i=\frac{D\,B(-u_i)}{d_iw_i},\qquad
L_{i+1}=\frac{D\,B(u_i)}{d_iw_{i+1}},\qquad R_n=L_1=0 .$$

The backward-Euler equations are

$$-\Delta tR_{i-1}N'_{i-1}+[1+\Delta t(R_i+L_i)]N'_i-\Delta tL_{i+1}N'_{i+1}=N_i .$$

Terms referring to cells outside the oxide are absent. One time step then consists of the following operations.

1. Compute the rates from the centre potentials. Evaluate $e^z-1$ by a function that stays accurate at small $z$, and set $B(0)=1$.
2. Call the diagonal entries $p_i$ and the right-hand sides $r_i$. For $i=2,\ldots,n$, form $m=-\Delta tR_{i-1}/p_{i-1}$, then replace $p_i$ by $p_i+m\Delta tL_i$ and $r_i$ by $r_i-mr_{i-1}$. This eliminates the left neighbour.
3. Set $N'_n=r_n/p_n$, then work backwards with $N'_i=(r_i+\Delta tL_{i+1}N'_{i+1})/p_i$.

The work grows linearly with $n$. If the potential changes with time, the rates must be recomputed.

### Why equilibrium survives

Define $y_i=c_ie^{\psi_i}$, which is the same in every cell at Boltzmann equilibrium. Since $B(-u_i)=e^{u_i}B(u_i)$, we have $B(-u_i)e^{-\psi_i}=B(u_i)e^{-\psi_{i+1}}$, and the flux becomes

$$J_{i+1/2}=K_i(y_i-y_{i+1}),\qquad K_i=\frac D{d_i}B(-u_i)e^{-\psi_i}>0. \tag{3}$$

In a steady state all fluxes are equal, and the blocking walls make them zero. Thus all $y_i$ are equal: the steady state is $c_i\propto e^{-\psi_i}$, unique up to the total content. Nothing here requires small $u_i$, equal cells or a constant field. In exact arithmetic the centre concentrations have exactly the Boltzmann ratios.

Other initial states approach this one. Because $N_i=w_ie^{-\psi_i}y_i$,

$$\frac d{dt}\,\frac12\sum_iw_ie^{-\psi_i}y_i^2
=\sum_iy_i(J_{i-1/2}-J_{i+1/2})
=-\sum_{i=1}^{n-1}K_i(y_i-y_{i+1})^2 .$$

The last equality groups the two terms that contain each face flux. The sum on the left decreases until all $y_i$ agree.

### Why an implicit step keeps contents nonnegative

Write the step as $AN'=N$. The off-diagonal entries of $A$ are not positive, and each column sums to one because protons are conserved. Consider $A^{\mathsf T}v=r$ with $r_i\ge0$, and let $v_m$ be the smallest component. The rows of $A^{\mathsf T}$ sum to one, so

$$r_m=v_m+\sum_{j\ne m}A_{jm}(v_j-v_m)\le v_m .$$

Hence $v_m\ge r_m\ge0$. For $r=0$ the same argument applied to $v$ and $-v$ gives $v=0$, so $A$ is invertible. The inverse of $A^{\mathsf T}$, and with it that of $A$, has no negative entries. Nonnegative contents remain nonnegative for every $\Delta t$. With central differences and $u>2$ the proof fails at its first premise, and the two-cell step shows the consequence.

## Five cells across an oxide

Consider a 50 nm oxide at the same temperature and field, divided into five 10 nm cells. The voltage across it is 0.50 V. Protons hop $\ell=0.3$ nm over a barrier of 0.8 eV, with attempt rate $\nu=10^{13}$ s$^{-1}$. For isotropic hopping in three dimensions,

$$D=\frac{\ell^2\nu}{6}e^{-0.8\,\mathrm{eV}/kT}=12.49\ \mathrm{nm^2/s}
=1.25\times10^{-13}\ \mathrm{cm^2/s}.$$

The drift speed is $DE/V_T=3.62$ nm/s, so crossing the oxide by drift takes 13.8 s. The equilibrium concentration falls by a factor $e$ over $V_T/E=3.45$ nm from the right wall. Each cell is nearly three such lengths wide.

Starting from equal contents, three schemes were run for 200 s in steps of 0.1 s. The final fractions are:

| Centre (nm) | Boltzmann and SG | Central | Upwind |
|---:|---:|---:|---:|
| 5 | 0.0000086 | 0.0014 | 0.0032 |
| 15 | 0.00016 | −0.0074 | 0.0125 |
| 25 | 0.0029 | 0.0400 | 0.0489 |
| 35 | 0.0519 | −0.2176 | 0.1908 |
| 45 | 0.9450 | 1.1836 | 0.7445 |

The Boltzmann values are integrals of the continuous distribution over each cell. The Scharfetter-Gummel (SG) values agree with them to a relative error of $5\times10^{-14}$ in the worst cell. When the run starts from the Boltzmann fractions instead, 10 s of SG evolution changes no fraction by more than $1.5\times10^{-16}$ of the total, which is rounding. Central differences change one by 0.26 in the same time.

The central run has settled on its own steady state, in which each cell holds $-5.44$ times the content of its left neighbour. It conserves the total, so a correct sum is no evidence of a correct distribution.

The upwind scheme takes the drift concentration from the cell the protons leave. For $u>0$ its coefficients are $a=1+u$ and $b=1$. Both are positive, but the neighbour ratio is $1+u=3.90$ instead of $e^u=18.20$. It keeps only the first two terms of the exponential and leaves too many protons far from the wall. Positivity alone does not secure equilibrium.

### Refining the central scheme

Negative steady contents disappear when $u<2$, that is, when $h<2V_T/E=6.89$ nm. Here that takes at least eight equal cells. The ratio is still inaccurate, because

$$\ln\frac{1+u/2}{1-u/2}=u+\frac{u^3}{12}+\cdots .$$

The excess accumulates over the $n-1$ faces. With 10 cells, the ratio of last to first concentration is 32.5 times the Boltzmann ratio between the same centres. With 20, 40 and 80 cells the factor is 1.93, 1.17 and 1.04. For 80 cells, $u=0.181$ and the leading term gives $\exp(79u^3/12)=1.04$, in agreement.

The two methods meet as $u\to0$, where $B(\pm u)=1\mp u/2+u^2/12+\cdots$. At large positive $u$, $B(-u)\to u$ and $B(u)\to0$: the flux becomes pure drift out of the upstream cell. Between these limits,

$$B(\mp u)=\frac u2\coth\frac u2\pm\frac u2 .$$

Scharfetter-Gummel is therefore the central formula with its diffusion term multiplied by $(u/2)\coth(u/2)$, which is 1.62 here. Equilibrium needs precisely this factor.

## What the exactness covers

Exact concentration ratios do not by themselves give exact cell contents. In a constant field, with $g=E/V_T$, integrating the Boltzmann distribution over a cell centred at $x_i$ gives

$$\int_{x_i-h/2}^{x_i+h/2}e^{gx}dx
=he^{gx_i}\,\frac{\sinh(u/2)}{u/2}.$$

The last factor is common to all equal cells and cancels when the contents are normalized. That is why the table agrees cell by cell. The factor is 1.39, so $N_i/h$ exceeds the true concentration at the centre by 39%. It is the cell average.

Unequal cells or a curved potential remove this cancellation. Take $\psi=-gx+2\sin(2\pi x/L)$ and seven cells of widths 5, 9, 4, 11, 8, 7 and 6 nm. After 60 steps of 1000 s from a uniform concentration, the values $c_ie^{\psi_i}$ agree to a relative $4\times10^{-16}$. Yet the largest error in a cell content is 0.017 of all protons, because the ratio of cell average to centre value now differs from cell to cell. Refinement is needed for that error, although the equilibrium ratios need none.

## What happens before equilibrium

For a constant field and equal cells the transient error can be found as well. Let $\kappa=k\pi/L$, with $k=1,2,\ldots$, and

$$S(x)=e^{gx/2}\sin\kappa x,\qquad c(x)=S'(x).$$

Differentiating twice,

$$S'=e^{gx/2}\left(\kappa\cos\kappa x+\tfrac g2\sin\kappa x\right),$$
$$S''=e^{gx/2}\left[g\kappa\cos\kappa x+\left(\tfrac{g^2}{4}-\kappa^2\right)\sin\kappa x\right].$$

The cosines cancel in the flux:

$$J=D(gS'-S'')=\lambda S,\qquad \lambda=D\left(\kappa^2+\frac{g^2}{4}\right).$$

This flux vanishes at both walls, and $\partial c/\partial t=-J'=-\lambda c$. So $c$ is a decaying mode with rate $\lambda$.

Its content in cell $j$ is $S_j-S_{j-1}$, where $S_j=e^{uj/2}\sin j\theta$ is the value at the cell's right face and $\theta=k\pi/n$. Insert these contents in the discrete flux:

$$J_{j+1/2}=\frac D{h^2}\,[(a+b)S_j-aS_{j-1}-bS_{j+1}].$$

With $\rho=u/[2\sinh(u/2)]$, the coefficients are $a=\rho e^{u/2}$ and $b=\rho e^{-u/2}$. The exponentials in the last two terms combine to $e^{uj/2}$, and $\sin(j-1)\theta+\sin(j+1)\theta=2\cos\theta\sin j\theta$. Therefore $J_{j+1/2}=\Lambda S_j$ with

$$\Lambda=\frac D{h^2}\,\frac u{\sinh(u/2)}\left(\cosh\frac u2-\cos\theta\right).$$

For $k<n$ the mesh reproduces the cell contents of each continuum mode exactly; its decay rate is what changes. To expand the rate, set $\alpha=u^2/4$ and $\beta=\theta^2$. Then

$$\frac u{\sinh(u/2)}=2\left(1-\frac\alpha6+\cdots\right),\quad
\cosh\frac u2-\cos\theta=\frac{\alpha+\beta}{2}+\frac{\alpha^2-\beta^2}{24}+\cdots .$$

Their product is $(\alpha+\beta)[1-(\alpha+\beta)/12+\cdots]$. Since $\lambda=D(\alpha+\beta)/h^2$,

$$\Lambda=\lambda-\frac{h^2\lambda^2}{12D}+\cdots . \tag{4}$$

The coarse mesh relaxes too slowly. For the slowest mode the continuum rate is 0.312 s$^{-1}$, while five cells give 0.259 s$^{-1}$, 17% less.

Let $F(t)$ be the fraction of protons in the last 10 nm. It is a constant plus terms proportional to $e^{-\lambda t}$.

The mesh hardly changes the amplitudes of these terms. For a uniform start the initial flux $Dg/L$ is a sum of terms $A_k\lambda S$. Divided by $e^{gx/2}$, this is the sine series of a smooth function that does not vanish at the walls, so $A_k\lambda$ falls as $1/k$ and $A_k$ as $1/k^3$. At the cell faces the modes with $k>n$ either vanish or coincide, up to sign, with lower modes. They therefore change the lower amplitudes by order $h^3$ at most, which is beyond the leading error. By (4), each term is multiplied by approximately $1+h^2\lambda^2t/(12D)$, and the factor $\lambda^2$ amounts to two time derivatives. The leading space error is therefore

$$\delta F_{\rm space}\approx\frac{h^2t}{12D}F''(t).$$

Backward Euler replaces $e^{-\lambda t}$ by $(1+\lambda\Delta t)^{-t/\Delta t}\approx e^{-\lambda t}(1+\lambda^2t\Delta t/2)$, so

$$\delta F_{\rm time}\approx\frac{t\Delta t}{2}F''(t).$$

For a uniform start, the continuum mode series gives $F=0.8088$ at 10 s, still below the equilibrium value 0.945. With time integrated by a matrix exponential, 5, 20 and 80 cells give 0.7742, 0.8059 and 0.8086. From 40 to 80 cells the error falls by a factor 3.98, close to the 4 expected of a second-order method.

At this time $F''=-0.00694$ s$^{-2}$. The leading formula predicts an 80-cell space error of $-0.00018$, which is what is found. For five cells it predicts $-0.046$, against an actual $-0.035$, so that mesh is too coarse for the leading term to be accurate.

On 80 cells, a step of 0.05 s adds a time error of $-0.0017$, about 9.5 times the space error. The two estimates are equal when $\Delta t=h^2/(6D)$, which is 1.33 s for five cells. Refining the mesh at fixed $\Delta t$ soon stops helping.

## Setting the model beside a real oxide

The parameters are rough values for a thermal oxide on silicon. The 50 nm thickness suits older or high-voltage devices, and the field is far below the several MV/cm of many operating gates. At 1 MV/cm the Boltzmann length would be 0.34 nm, about one hop. The concentration would then change by a factor 2.4 from one site to the next, and a continuum profile would be crude near the wall. The barrier matters most for the clock: 0.1 eV more slows every process by $e^{0.1/0.03447}\approx18$. Such a uniform change leaves the equilibrium alone. The same holds for deuterons, whose smaller $D$ rescales time alone in this model. Disorder needs more care. If sites of different depth share one saddle height, a Gaussian spread of 0.05 eV raises the dwell time averaged over sites by a factor 2.9, but protons then also collect in the deeper sites. If the sites are equally deep and only the saddles between them vary, the equilibrium is unchanged, and in three dimensions protons can go round the high barriers.

The prescribed potential is reasonable for the assumed $10^{10}$ protons/cm$^2$. With both oxide faces held at fixed potential, their own potential is at most 0.035 $V_T$ in equilibrium. For the uniform start it reaches $qN_sL/(8\varepsilon)=0.084\,V_T$, where $N_s$ is the number of protons per area and $\varepsilon$ the oxide permittivity, 3.9 times that of vacuum. At $10^{12}$ cm$^{-2}$ the linear estimate for equilibrium gives 3.5 $V_T$, and Poisson's equation must be solved together with transport.

The silicon interface breaks the model more seriously. Silicon has a higher permittivity than the oxide and attracts a nearby proton through its image charge. Classically this energy reaches $kT$ at 1.3 nm. If protons are kept out of the first 0.3 nm, it multiplies the equilibrium weight of the rest by 4.3, and the fraction of protons outside the last 10 nm falls from 5.5% to about 1.6%. The factor depends strongly on the cutoff: it is 12 for an excluded layer of 0.2 nm, 2.9 for 0.4 nm, and 11 if the energy is instead held at its 0.3 nm value inside that distance. These numbers treat silicon as a dielectric of permittivity 11.7. Free carriers at the interface screen further; in the limit of a metal the energy doubles and the factor for 0.3 nm is about 100. The image energy can be included in $\psi$, but cells near the wall must then resolve it.

Real interfaces also capture protons. If the capture flux is $\sigma c(L)$, the initial loss rate from equilibrium is nearly $\sigma g$, because the normalized wall concentration is nearly $g$. This initial rate equals the slowest relaxation rate when $\sigma=\lambda/g=1.1\times10^{-7}$ cm/s. At that speed capture already depletes the wall, and the sustained loss rate is 0.22 s$^{-1}$ rather than 0.31 s$^{-1}$; even a perfectly absorbing wall gives only 0.30 s$^{-1}$. The estimate $\sigma g$ holds at long times only for $\sigma\ll Dg$. Blocking walls require a much smaller capture speed, and even then they hold only for times short compared with $1/(\sigma g)$. The numerical output lists the remaining estimates.

## Numbers as computed

```
Temperature 400 K; thermal voltage 0.03447 V
Oxide thickness 50 nm; field 0.1 MV/cm
Oxide voltage 0.50 V; proton sheet 1.0e+10 cm^-2
Hop 0.3 nm; attempt rate 1.0e+13 1/s; barrier 0.8 eV
D = 12.489 nm^2/s = 1.249e-13 cm^2/s
Mobility = 3.623e-12 cm^2/Vs
Drift speed 3.623 nm/s; full transit 13.80 s
Boltzmann length 3.447 nm; cell width 10.0 nm; u = 2.9011
B(-u) = 3.06985; B(u) = 0.16872
Diffusion multiplier (u/2)coth(u/2) = 1.6193
Neighbour ratios: Boltzmann 18.195, central -5.439, upwind 3.901
Steady run: time step 0.1 s, duration 200 s
Cell fractions: centre/nm, Boltzmann, SG, central, upwind
   5.0 8.6233e-06 8.6233e-06 +1.3526e-03 3.2144e-03
  15.0 1.5690e-04 1.5690e-04 -7.3567e-03 1.2540e-02
  25.0 2.8547e-03 2.8547e-03 +4.0012e-02 4.8919e-02
  35.0 5.1940e-02 5.1940e-02 -2.1762e-01 1.9084e-01
  45.0 9.4504e-01 9.4504e-01 +1.1836e+00 7.4449e-01
SG largest relative error in a cell: 5.0e-14
Equilibrium start, fraction change in 10 s: SG 1.5e-16, central 0.2596
Fewest equal cells for positive central steady state: 8
Central end-to-end density ratio / Boltzmann ratio
  10 cells: 32.5097
  20 cells: 1.9285
  40 cells: 1.1713
  80 cells: 1.0402
Curved potential, 7 unequal cells: node-ratio error 4.4e-16
  largest cell-fraction error 0.0166
Slowest continuum relaxation rate: 0.31210 1/s
Fraction in last 10 nm at 10 s, series: 0.808783
SG refinement: cells, slowest rate/(1/s), fraction, fraction error
   5 0.25904 0.774189 -0.034594
  10 0.29671 0.798125 -0.010658
  20 0.30809 0.805949 -0.002834
  40 0.31108 0.808063 -0.000720
  80 0.31184 0.808602 -0.000181
Fraction shift from 40 to 80 cells: +0.000539
Space-error ratio 40/80 cells: 3.984
Second time derivative of fraction: -0.006942 1/s^2
80-cell space error predicted: -0.000181
80-cell time errors: dt 0.10 s -0.003409, dt 0.05 s -0.001718
Balanced time step for 5 cells h^2/(6D): 1.334 s
Self-field scale 0.00464 MV/cm
Largest self-potential / thermal voltage: 0.0346
Image energy equals kT at 1.339 nm from silicon
Image factor on equilibrium weight, cutoff 0.3 nm: 4.27
High-field hopping: fractional mobility increase 3.16e-04
Peak density 2.90e+16 cm^-3; per oxygen site 6.6e-07
Field / rough 10 MV/cm breakdown field: 0.010
Dwell-time factor for 0.05 eV barrier spread: 2.86
Capture speed matching relaxation: 1.08e-07 cm/s
```
